Which configurations emit the 13.5 nm light of a dense tin plasma

Take a model ion with the ground configuration 4p⁶4d², in local thermodynamic equilibrium (LTE) at a temperature of 35 eV. The ground configuration is its lowest state by 92 eV, and the Boltzmann factor for that gap is only 0.072. Yet 28% of the ions are in 4p⁵4d³, against 24% in the ground configuration, and only 28% of the light at 13.5 nm comes from transitions that end on the ground configuration. The picture of singly excited ions decaying to their ground configuration thus misses nearly three quarters of the light.

## The model ion

The ion has round parameters in the rough regime of Sn¹²⁺. Energies of the active shells relative to 4d are −92 eV for 4p, 92 eV for 4f, and 105, 130, 160 and 175 eV for 5s, 5p, 5d and 5f. The ionization limit lies 270 eV above the ground configuration. Configuration energies are sums of shell energies. The emission band consists of two arrays of lines, 4d→4p and 4f→4d, both centred at Δ = 92 eV, or 13.48 nm. Temperature T is in energy units, and the light at first escapes freely. These energies are model choices: the 4p, 4d and 4f spacing is set to the photon energy of the band. A nonrelativistic, exchange-only local-density estimate of configuration-average energies for Sn¹²⁺ gives lower values, about 67 eV for 4p→4d, 76 eV for 4d→4f and 78 to 148 eV for the n = 5 shells. With those, the LTE share of light ending on the ground configuration at 35 eV is about 0.08 instead of 0.28. The shares and crossovers below therefore belong to the model and are not values for tin.

A shell i with orbital momentum l_i has g_i = 2(2l_i + 1) spin-orbitals and n_i electrons. These can be placed in C(g_i,n_i) ways, where C is the binomial coefficient, so a configuration of energy E has the LTE weight

W = Π_i C(g_i,n_i) exp(−E/T).

For 4p⁵4d³ against 4p⁶4d² the numbers of states are

C(6,5) C(10,3) = 6 × 120 = 720,
C(6,6) C(10,2) = 1 × 45 = 45.

The population ratio is therefore 16 × 0.0722 = 1.155, which turns 0.2431 for the ground configuration into 0.2808. One 92 eV quantum costs a factor of 14 in the Boltzmann factor and wins back a factor of 16 in the number of states. The second quantum works in the same way: 4p⁵4d²4f has 6 × 45 × 14 = 3780 states, 84 times the ground number, and 84 × 0.0722² = 0.44 of its population.

Populations alone do not settle where the light comes from. The emission of each configuration is also needed.

## Emission of a configuration

Consider a jump from an upper shell a to a lower shell b. The dipole operator moves one electron from spin-orbital j of a to spin-orbital i of b. Starting from one determinant, different pairs (i,j) lead to different determinants, so their squared amplitudes add without interference. In an equal-weight average over the determinants of a configuration, j is filled with probability n_a/g_a and i is empty with probability 1 − n_b/g_b. The two are independent because the shells are filled independently. The average strength is

S_av = (n_a/g_a)(1 − n_b/g_b) Σ_ij |r_ij|².

Electron repulsion mixes the determinants of a configuration into levels. This does not change S_av, since the sum over all upper and lower states is a trace.

The sum over i and j splits into the squared radial integral R² and an angular sum. For one spin direction, with unit vectors n and n′ and x = n·n′, the addition theorem of spherical harmonics turns the angular sum into

[(2l_a+1)(2l_b+1)/(4π)²] ∫∫ P_la(x) P_lb(x) x dn dn′
= ½(2l_a+1)(2l_b+1) ∫₋₁¹ P_la P_lb x dx,

because ∫∫ dn dn′ = 8π² ∫dx. Let l be the larger of the two momenta; the smaller is l−1. The recursion

x P_(l−1) = [l P_l + (l−1) P_(l−2)]/(2l−1)

and the norm ∫P_l² dx = 2/(2l+1) give

½(2l+1)(2l−1) × l/(2l−1) × 2/(2l+1) = l.

Two spin directions give 2l in total, and division by g_a gives l/(2l_a+1) per upper electron. The standard dipole decay rate 4αω³|r|²/(3c²), with α the fine-structure constant and ħω = Δ, then yields

A_ab = (4αω³/3c²) l R²/(2l_a+1),
rate of a configuration = A_ab n_a (1 − n_b/g_b).

As a test, the angular strength of 4d→4p in 4p⁴4d² was summed over all its determinants. The result is 0.266667, equal to the formula: (2/5) × 2 × (1 − 4/6).

Absorption b→a has the one-electron oscillator strength

f_ba = (2mω/3ħ) l R²/(2l_b+1).

Multiplying A_ab by g_a and f_ba by g_b removes the factors 2l+1 and leaves

g_a A_ab = 8αω³ l R²/(3c²),
g_b f_ba = 4mω l R²/(3ħ).

Their ratio no longer depends on the shells:

g_a A_ab = K g_b f_ba, K = 2αħω²/(mc²).

With hydrogenic radial functions of effective charge 24, a rough choice, f is 1.127 for 4p→4d and 0.592 for 4d→4f. The decay rates are 2.48×10¹¹ and 1.55×10¹¹ s⁻¹. Self-consistent local-density orbitals of Sn¹²⁺ give f near 1.1 for both arrays, which at the same energies moves the ground share found below only from 0.28 to 0.26.

## The general statement and its proof

Let the absorption strength of a configuration in the band be

s = Σ_(b,a) f_ba n_b (1 − n_a/g_a),

with the sum over 4p→4d and 4d→4f. In LTE, for freely escaping light and equal photon energies in the two arrays, the share of the emission that ends on the ground configuration is

G = p₀ s₀/⟨s⟩,

where p₀ is the population of the ground configuration, s₀ its strength, and ⟨s⟩ the average over all populations.

For the proof, fix a lower configuration L with occupations n. The upper configuration U that decays into it by a→b has n_a + 1 electrons in a and n_b − 1 in b. From C(g,n+1)/C(g,n) = (g−n)/(n+1) and C(g,n−1)/C(g,n) = n/(g−n+1),

p_U/p_L = [(g_a−n_a)/(n_a+1)] [n_b/(g_b−n_b+1)] e^(−Δ/T).

The emission rate from U, with the occupations of U inserted, is

J = p_U A_ab (n_a+1) [1 − (n_b−1)/g_b]
= p_U A_ab (n_a+1)(g_b−n_b+1)/g_b.

Inserting p_U cancels both shifted factors:

J = p_L e^(−Δ/T) A_ab n_b (g_a−n_a)/g_b
= p_L e^(−Δ/T) (g_a A_ab/g_b) n_b (1 − n_a/g_a)
= K e^(−Δ/T) p_L f_ba n_b (1 − n_a/g_a).

Summed over the two arrays, the light ending on L is K e^(−Δ/T) p_L s_L. The prefactor is common to all L and drops out of the share, which proves the statement. If the arrays had different energies, each term of s would carry its own factor ω² e^(−ħω/T) for photon numbers.

Physically, each configuration receives light in proportion to its population and to its ability to absorb in the same band. The ground configuration has no special claim beyond these two factors. For the example,

s₀ = 6 × 1.127 × (1 − 2/10) + 2 × 0.592 × 1 = 6.59.

The corresponding value for 4p⁵4d³ is 5.72, and the average is 5.81. Excited configurations absorb almost as well as the ground one, so G stays close to p₀:

G = 0.2431 × 6.593/5.807 = 0.276.

A direct sum over the upper configurations gives the same value, which tests the proof.

## What "multiply excited" means here

Let k be the number of electrons missing from the shells of the ground configuration. Besides G, there is a share S with k = 1 in the upper configuration but an excited lower one, and a share M with k ≥ 2 in the upper configuration. These three add up to one. A part B of M has k ≥ 2 at both ends.

In LTE at 35 eV, G = 0.28, S = 0.17, M = 0.56 and B = 0.21. More than half of the light starts from multiply excited configurations, but only about a fifth runs between two of them. Read literally, the statement that transitions between multiply excited configurations dominate is false for this case.

The border between S and M depends on the count. The configuration 4p⁵4d²4f has one electron missing from 4p, so k = 1, although it stores two 92 eV quanta. Every upper configuration in S has a 4p hole and an electron outside 4p and 4d. If each were counted as doubly excited, once for the 4p hole and once for the outer electron, all of S would join M and the sum would be 0.72. G is the same under either count, so the robust statement concerns the lower configuration: most of the light ends on an excited one.

## How hot the plasma must be

An estimate of the crossover keeps the ground configuration and the two configurations one quantum above it. Their state numbers relative to the ground are 16 for 4p⁵4d³ and 10 × 14/45 = 3.11 for 4p⁶4d4f, with strengths 5.72 and 6.64. With q = e^(−Δ/T),

G ≈ 1/[1 + q(16 × 5.72 + 3.11 × 6.64)/6.59] = 1/(1 + 17q).

In LTE the neglected terms are positive, so this is an upper bound on G. It reaches one half at T = 92 eV/ln 17 = 32 eV. The full sum crosses earlier, at 28.4 eV. At 20 eV the estimate is 0.85 and the full sum 0.84: in a cool plasma the ground-configuration picture is good. At 50 eV G has fallen to 0.06 and B has risen to 0.61, so there the literal statement does hold.

These comparisons hold the charge state fixed, while a real plasma ionizes further as it heats. For other 4d occupations at the same shell energies and 35 eV, the LTE value of G is 0.21 for a 4d¹ ground configuration, 0.28 for 4d⁴ and 0.18 for 4d⁶. The conclusion does not hinge on the choice of 4d².

## How dense it must be

LTE requires collisions to de-excite the ion much faster than it radiates. The van Regemorter cross section for excitation by an electron of energy ε > Δ is

σ = (8π/√3) πa₀² Ry² f ḡ/(εΔ),

with a₀ the Bohr radius, Ry the Rydberg energy and ḡ an effective Gaunt factor, set to 0.5. The Maxwell distribution is 2√(ε/π) T^(−3/2) e^(−ε/T) and the speed is √(2ε/m). Their product divided by ε has no power of ε left, so

⟨v/ε⟩ = 2√(2/(πm)) T^(−3/2) ∫_Δ^∞ e^(−ε/T) dε
= √(8/(πmT)) e^(−Δ/T).

The excitation coefficient is therefore

Q↑ = (8π/√3) πa₀² Ry² (f ḡ/Δ) √(8/(πmT)) e^(−Δ/T),

and detailed balance fixes the reverse one, Q↓ = Q↑ (g_b/g_a) e^(Δ/T). At an electron density N = 10²⁰ cm⁻³ the collisional de-excitation rates are 9.82×10¹¹ s⁻¹ for 4d→4p and 6.14×10¹¹ s⁻¹ for 4f→4d. Both are 4.0 times the radiative rates. The ratios agree because Q↓ and A are both proportional to f g_b/g_a at a given photon energy.

This permits a closed solution when only 4p, 4d and 4f are kept. Let β = A/(N Q↓), the same for both arrays. Collisional and radiative decay carry the same occupation factors, so radiation multiplies every downward rate by 1 + β. The steady state is again a Boltzmann distribution, with the factor per quantum reduced to

q_eff = e^(−Δ/T)/(1 + β).

Each pair of configurations then balances separately, as in LTE. The formula for G survives, with p₀ and ⟨s⟩ taken from the new distribution. A thin plasma emits like a cooler LTE plasma, with the effective temperature Δ/ln(1/q_eff).

At 10²⁰ cm⁻³, β = 0.25, so q_eff = 0.0722/1.25 = 0.058 and the effective temperature is 32 eV. At low density β = 2.5×10¹⁹ cm⁻³/N is large, q_eff falls in proportion to N, and G tends to one.

The n = 5 shells have other values of β and need a numerical solution. With all dipole jumps between configurations up to 600 eV, at 35 eV:

N = 10¹⁸ cm⁻³: G = 0.95, M = 0.03
N = 10¹⁹ cm⁻³: G = 0.71, M = 0.19
N = 10²⁰ cm⁻³: G = 0.38, M = 0.46
N = 10²¹ cm⁻³: G = 0.29, M = 0.54

At 10²⁴ cm⁻³, a formal limit, the shares agree with LTE to within 0.01, which tests the model.

The computed crossover G = ½ lies at 3.3×10¹⁹ cm⁻³. A simple estimate applies the effective temperature of the closed solution to all shells, so that G = ½ is reached when this temperature equals the LTE crossover temperature. At 28.4 eV the Boltzmann factor is 0.0392, so 1 + β = 0.0722/0.0392 = 1.84 and N = 2.5×10¹⁹/0.84 = 3.0×10¹⁹ cm⁻³. The density enters through the product Nḡ, so a Gaunt factor of 0.2 moves the computed crossover to 8.4×10¹⁹ cm⁻³.

At 10²⁰ cm⁻³ transitions to excited configurations carry 62% of the light. Those starting from k ≥ 2 carry 46%, the largest of the three shares but not a majority.

## Why the lines stay in one band

If excited spectator electrons moved the lines far away, their light would be lost from the band. Let F_ij be the direct Coulomb integral between shells i and j, and h_i the energy of an electron in the field of the nucleus and core. The direct part of the energy is

E = Σ_i n_i h_i + ½ Σ_ij n_i n_j F_ij − ½ Σ_i n_i F_ii.

Write n = n⁰ + δ, with n⁰ the ground occupations. Up to a constant,

E = Σ_i δ_i ẽ_i + ½ Σ_ij δ_i δ_j F_ij,
ẽ_i = h_i + Σ_j n⁰_j F_ij − ½ F_ii.

Raising one electron from b to a changes δ_a by +1 and δ_b by −1. The energy difference is

ẽ_a − ẽ_b + Σ_c δ_c(F_ac − F_bc) + ½(F_aa + F_bb) − F_ab.

Only the sum over c depends on the initial δ, so it is the shift relative to the same line on the ground configuration. It vanishes if a and b have the same charge cloud, and it is small for 4p, 4d and 4f, whose clouds are similar. Weighted by LTE emission, its mean is 0.45 eV and its root mean square 0.80 eV for lines ending on excited configurations, below 1% of 92 eV. Including the quadratic Coulomb term in the populations changes the LTE value of G from 0.276 to 0.285.

This is the direct part for hydrogenic functions. Exchange and multiplet splitting spread each array over several eV and can move its centre, so the fraction of each array inside a narrow optical band is not determined here.

## Real sources and the margin of the claim

EUV sources for lithography heat tin with lasers to temperatures of roughly 30 to 40 eV, with several charge states around Sn¹⁰⁺ present together. The critical density, beyond which laser light of frequency ω_L cannot propagate, is ε₀mω_L²/e². It is 9.85×10²⁰ cm⁻³ at 1.064 µm and 9.9×10¹⁸ cm⁻³ at 10.6 µm. If the emitting zone has a density of this order and both plasmas are at 35 eV, the two drivers fall on opposite sides of the model's crossover. The crossover moves with temperature: in the same model it lies at 1.0×10¹⁹ cm⁻³ at 50 eV and at 7.5×10¹⁸ cm⁻³ at 60 eV, so a hotter thin plasma can be on the other side. At 10¹⁹ cm⁻³ and 35 eV the model without reabsorption still assigns 71% of the light to the ground configuration. The dominance of excited lower configurations therefore should not be carried over from one driver to the other without a calculation.

Free escape is also doubtful at these densities. For a path of 50 µm, a band width of 10 eV and an ion density N/12 at N = 10²⁰ cm⁻³, the estimated optical depth is about 2.5. It scales roughly with N and is about 0.8 at 3×10¹⁹ cm⁻³. Trapped photons excite ions again. If a fraction P of the photons escapes, a rough treatment replaces A by PA in the balance, so β becomes Pβ. The crossover density estimated above from the effective temperature then falls by the factor P: for P = ½, from 3.0×10¹⁹ to 1.5×10¹⁹ cm⁻³. Trapping thus favours excited lower configurations, though in a thick plasma the shares emitted locally are no longer the shares that leave the surface.

Autoionization acts the other way. At 10²⁰ cm⁻³, 24% of the band emission comes from configurations above the ionization limit. If all that light were lost and the other populations stayed the same, G would rise from 0.38 to 0.377/0.76 = 0.50. This overstates the effect, because lying above the limit is not enough for direct autoionization, in which one electron drops and another is ejected. The largest contributor, 4p⁴4d³4f at 276 eV, can only reach the ion 4p⁶4d if three electrons change shell. With the model's energies, configurations that have an open two-electron channel carry about 6% of the light, and emptying them completely raises G to 0.43, still below one half. Multiplet splitting, the lowering of the limit and higher-order processes can open more channels; emptying every configuration above the limit would give 0.59. In LTE the inverse process, electron capture, restores these populations; at finite density the outcome needs their rates.

Temperature matters as much. At 30 eV and 10²⁰ cm⁻³, β is about 0.23, since Q↓ varies as T^(−1/2), and q_eff = 0.0466/1.23 = 0.038. This is just below the crossover value 0.039, so the same estimate puts G slightly above one half.

The outer shells left out of the model also matter. Adding 5g and the n = 6 shells lowers the LTE value of p₀ from 0.243 to 0.221, but the sum has not converged there, because the number of states grows as n². The plasma lowers the ionization limit by about 9 eV in the ion-sphere estimate, which leaves shells up to about n = 15 bound. With at most one electron in these added shells, p₀ falls to about 0.15 and the LTE value of G to about 0.17. The LTE shares given above therefore belong to the model with shells up to 5f, and the omission understates the light that ends on excited configurations. The degeneracy parameter Nλ³/2, with λ the thermal wavelength, is 8×10⁻⁵, so Maxwell statistics are safe.

For this model, then, light ending on excited configurations has the majority in LTE above about 28 eV, and at 35 eV above about 3×10¹⁹ cm⁻³ with the chosen Gaunt factor. Near 10²⁰ cm⁻³ the majority is modest: it is lost at 30 eV and reduced by autoionization. Lower shell energies, such as those estimated for Sn¹²⁺ above, make it larger. The numerical output below lists the shares in full.

Numbers as computed

```
shell energies (eV): 4p:-92 4d:0 4f:92 5s:105 5p:130 5d:160 5f:175
T = 35 eV, ne = 1.0e+20 cm^-3, ion charge = 12
ionization limit = 270 eV, Z_eff = 24, Gaunt = 0.5
band: 92.0 eV = 13.48 nm
determinant average, formula: 0.266667 0.266667
4p-4d: R = 0.8660 bohr, f = 1.127, A = 2.483e+11 1/s
  collisional de-excitation at ne: 9.824e+11 1/s
4d-4f: R = 0.6614 bohr, f = 0.592, A = 1.552e+11 1/s
  collisional de-excitation at ne: 6.140e+11 1/s
Boltzmann factor of one 92 eV quantum: 0.0722
LTE population and strength s of configurations:
  4p6 4d2 4f0: 0.2431, s = 6.593
  4p5 4d3 4f0: 0.2808, s = 5.719
  4p6 4d1 4f1: 0.0546, s = 6.635
  4p4 4d4 4f0: 0.0887, s = 5.071
  4p5 4d2 4f1: 0.1064, s = 5.607
  4p4 4d3 4f1: 0.0512, s = 4.804
LTE mean strength <s> = 5.807
G from p0*s0/<s> = 0.2760, by direct sum = 0.2760
LTE shares G S M B: 0.276 0.168 0.556 0.209
  LTE at T = 20 eV: G S M B = 0.839 0.065 0.096 0.005
  LTE at T = 25 eV: G S M B = 0.642 0.128 0.229 0.032
  LTE at T = 30 eV: G S M B = 0.439 0.167 0.394 0.099
  LTE at T = 40 eV: G S M B = 0.165 0.144 0.692 0.345
  LTE at T = 50 eV: G S M B = 0.055 0.080 0.864 0.608
LTE temperature with G = 1/2: 28.4 eV
configurations in the collisional-radiative model: 157
  ne = 1e+14 cm^-3: G S M B = 0.998 0.002 0.000 0.000
  ne = 1e+17 cm^-3: G S M B = 0.993 0.004 0.003 0.000
  ne = 1e+18 cm^-3: G S M B = 0.951 0.022 0.027 0.000
  ne = 1e+19 cm^-3: G S M B = 0.705 0.108 0.187 0.021
  ne = 1e+20 cm^-3: G S M B = 0.377 0.168 0.455 0.134
  ne = 1e+21 cm^-3: G S M B = 0.291 0.169 0.540 0.195
  ne = 1e+24 cm^-3: G S M B = 0.277 0.169 0.554 0.207
density with G = 1/2: 3.34e+19 cm^-3
  same with Gaunt factor 0.2: 8.36e+19 cm^-3
critical density, 1.064 um laser: 9.85e+20 cm^-3
critical density, 10.6 um laser: 9.92e+18 cm^-3
spectator line shift: mean 0.45 eV, rms 0.80 eV
LTE G with Coulomb terms in the populations: 0.285
  LTE, 4d^1 ground, same energies: G S M B = 0.212 0.105 0.683 0.291
  LTE, 4d^4 ground, same energies: G S M B = 0.276 0.235 0.488 0.212
  LTE, 4d^6 ground, same energies: G S M B = 0.176 0.195 0.629 0.379
LTE p0: 0.2431; with 5g and n=6 added: 0.2214
share from above the ionization limit at ne: 0.240
  G if all of that light is lost: 0.497
optical depth (50 um, width 10 eV): 2.53
ion-sphere continuum lowering: 9.2 eV
electron degeneracy n*lambda^3/2: 8.0e-05
```
